**Acoustic phonon mobility in a degenerate two-dimensional subband**

For elastic, unscreened equipartition scattering with a fixed envelope, $\mu=e\hbar^3\rho c^2/(m^2D^2kTI)$ at every Fermi level. Here $m$ is the in-plane mass, $D$ the deformation potential, $\rho$ the mass density, $c$ the sound speed, $T$ the temperature and $I=\int\psi^4dz$ for envelope $\psi$. The program asserts that a golden-rule sum over a lattice of final states reproduces the relaxation rate at three electron energies, and that Pauli factors cancel from the net elastic collision rate. It also asserts that momentum balance, taken to vanishing phonon energy at fixed $\rho c^2$, recovers the same rate at three densities. The elastic mobility is about 1550 cm²/Vs at $10^{11}$, $10^{12}$ and $10^{13}$ cm⁻², while the three-dimensional comparison falls to 0.727 of its nondegenerate limit. With real phonon energies at 300 K, the momentum-balance mobility is 1.3 to 1.5% higher. Separate estimates show that screening raises the mobility by a factor of 2.27 at the highest density, and that equipartition fails at 10 K.

## Program and output

```python
"""
Result under test: for elastic, unscreened acoustic scattering in one parabolic
2D subband with a fixed envelope and equipartition phonons,
    mobility = e*hbar^3*rho*c^2 / (m^2*D^2*k*T*I),  I = integral psi^4 dz,
whatever the Fermi level. m: in-plane mass; D: deformation potential;
rho: mass density; c: longitudinal sound speed; T: temperature; psi: envelope.
The independent check is momentum balance with phonon energies, Bose factors
and Pauli factors retained. SI units are used internally.
"""
import numpy as np
from scipy.constants import e, hbar, k as kB, m_e, epsilon_0, pi
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit

# Rough parameters in the regime of a silicon (001) ultrathin channel.
temperature = 300.0
film = 3e-9
mass_t, mass_l = 0.19 * m_e, 0.92 * m_e
mass = mass_t
deformation = 12 * e
density_mass = 2330.0
sound = 9000.0
degeneracy = 4
permittivity = 11.7 * epsilon_0
oxide_permittivity = 3.9 * epsilon_0
thermal = kB * temperature
state_density = degeneracy * mass / (2 * pi * hbar**2)
densities = np.array([1e11, 1e12, 1e13]) * 1e4

# Envelope integral from the definition and from its Fourier transform.
nz = 400
dz = film / nz
z = (np.arange(nz) + 0.5) * dz
psi2 = 2 / film * np.sin(pi * z / film)**2


def gauss(lower, upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return lower + (upper - lower) * (x + 1) / 2, w * (upper - lower) / 2


def form_squared(qz):
    phase = np.outer(qz, z - film / 2)
    return (np.cos(phase) @ psi2 * dz)**2


envelope = np.sum(psi2**2) * dz
qz_test, wz_test = gauss(0, 12 * pi / film, 100)
envelope_fourier = np.sum(wz_test * form_squared(qz_test)) / pi
assert abs(envelope * film / 1.5 - 1) < 1e-8
assert abs(envelope_fourier / envelope - 1) < 1e-4


def simple_rate(temp):
    return (mass * deformation**2 * kB * temp * envelope
            / (hbar**3 * density_mass * sound**2))


rate = simple_rate(temperature)
tau = 1 / rate
mobility = e * tau / mass


# Golden-rule sum over a lattice of final wavevectors, one spin and valley.
def lattice_rate(energy):
    broadening = 0.004 * e
    kmax = np.sqrt(2 * mass * (energy + 8 * broadening)) / hbar
    count = 800
    dk = 2 * kmax / count
    axis = -kmax + (np.arange(count) + 0.5) * dk
    kx, ky = np.meshgrid(axis, axis)
    length = np.hypot(kx, ky)
    final_energy = (hbar * length)**2 / (2 * mass)
    delta = np.exp(-0.5 * ((final_energy - energy) / broadening)**2)
    delta /= broadening * np.sqrt(2 * pi)
    coupling = (deformation**2 * thermal * envelope_fourier
                / (density_mass * sound**2))
    return (2 * pi / hbar * coupling * np.sum((1 - kx / length) * delta)
            * dk**2 / (4 * pi**2))


lattice_energies = np.array([0.03, 0.06, 0.12]) * e
lattice_ratios = np.array([lattice_rate(x) / rate for x in lattice_energies])
assert np.max(abs(lattice_ratios - 1)) < 3e-3

# Gain minus loss on an energy shell, with every Pauli factor retained.
angle = 2 * pi * np.arange(400) / 400
for occupation in (0.01, 0.5, 0.95):
    change = 0.001 * np.cos(angle)
    filled = occupation + change
    gain = np.mean(filled) * (1 - filled)
    loss = filled * (1 - np.mean(filled))
    assert np.max(abs(gain - loss + change)) < 1e-12
    assert abs(np.mean(loss / filled) - (1 - occupation)) < 1e-12


def reduced_fermi(number, temp=temperature):
    return np.log(np.expm1(number / (state_density * kB * temp)))


# x is kinetic energy divided by thermal energy.
def thermal_grid(eta):
    upper = max(eta, 0) + 40
    count = 8000
    dx = upper / count
    x = (np.arange(count) + 0.5) * dx
    f = expit(eta - x)
    return x, dx, f, f * (1 - f)


# Momentum balance: the energy delta function fixes the component of k along Q.
def balance_rate(number, temp, softness=1.0, nodes=(60, 200, 400)):
    kt = kB * temp
    eta = reduced_fermi(number, temp)
    speed = sound * softness
    rho = density_mass / softness**2
    kmax = np.sqrt(2 * mass * kt * (max(eta, 0) + 30)) / hbar
    qz, wz = gauss(0, 12 * pi / film, nodes[0])
    Q, wQ = gauss(0, 2 * kmax, nodes[1])
    side, ws = gauss(0, kmax, nodes[2])
    forms = form_squared(qz)
    total = 0.0
    for q_normal, weight, form in zip(qz, wz, forms):
        q = np.hypot(Q, q_normal)
        omega = speed * q
        x_phonon = hbar * omega / kt
        along = mass * omega / (hbar * Q) - Q / 2
        x = hbar**2 * (along[:, None]**2 + side**2) / (2 * mass * kt)
        occupied = expit(eta - x)
        empty = expit(x + x_phonon[:, None] - eta)
        electrons = 2 * (occupied * empty) @ ws
        electrons *= degeneracy * mass / (4 * pi**2 * hbar**2 * Q)
        coupling = deformation**2 * hbar * q / (2 * rho * speed)
        phonons = coupling * form / np.expm1(x_phonon)
        integrand = Q / (2 * pi) * (hbar * Q)**2 * phonons * electrons
        total += 2 * weight / (2 * pi) * np.sum(wQ * integrand)
    return 2 * (2 * pi / hbar) * total / (4 * number * mass * kt)


elastic_mobilities, inelastic_mobilities = [], []
fractions, mean_energies, bulk_averages, etas = [], [], [], []
for number in densities:
    eta = reduced_fermi(number)
    x, dx, f, slope = thermal_grid(eta)
    population = np.sum(f) * dx
    assert abs(state_density * thermal * population / number - 1) < 1e-5
    average = np.sum(x * slope) * dx / population
    assert abs(average - 1) < 1e-5
    fractions.append(np.sum(slope) * dx / population)
    mean_energies.append(np.sum(x * slope) / np.sum(slope))
    bulk_averages.append(2 / 3 * np.sum(x * slope) / np.sum(np.sqrt(x) * f))
    elastic = balance_rate(number, temperature, softness=1e-3)
    actual = balance_rate(number, temperature)
    assert abs(elastic / rate - 1) < 1e-3
    assert abs(actual / rate - 1) < 0.05
    elastic_mobilities.append(e / (mass * elastic))
    inelastic_mobilities.append(e / (mass * actual))
    etas.append(eta)
assert bulk_averages[0] > bulk_averages[1] > bulk_averages[2]
assert fractions[0] > fractions[1] > fractions[2]
assert mean_energies[0] < mean_energies[1] < mean_energies[2]

# Cooling the dense gas breaks equipartition.
cold_temperature = 10.0
cold_rate = balance_rate(densities[-1], cold_temperature)
cold_fine = balance_rate(densities[-1], cold_temperature, nodes=(90, 300, 600))
cold_shift = abs(cold_rate / cold_fine - 1)
cold_ratio = simple_rate(cold_temperature) / cold_fine
assert cold_shift < 0.01
assert cold_ratio > 2


# Static finite-temperature screening in a uniform dielectric.
def screened_ratio(number):
    eta = reduced_fermi(number)
    x, dx, f, slope = thermal_grid(eta)
    k_electron = np.sqrt(2 * mass * thermal * x) / hbar
    Q = np.linspace(0, 2 * k_electron[-1], 500)
    coarse = (np.arange(100) + 0.5) * film / 100
    weight = 2 / 100 * np.sin(pi * coarse / film)**2
    distance = abs(coarse[:, None] - coarse)
    coulomb = np.array([weight @ np.exp(-q * distance) @ weight for q in Q])
    t, wt = gauss(0, 1, 80)
    quarter = hbar**2 * Q**2 / (8 * mass * thermal)
    polarization = expit(eta - quarter[:, None] * (1 - t**2)) @ wt
    screening = e**2 * state_density / (2 * permittivity)
    inverse = Q / (Q + screening * coulomb * polarization)
    theta = (np.arange(80) + 0.5) * pi / 80
    transfer = 2 * k_electron[:, None] * np.sin(theta / 2)
    factor = np.interp(transfer, Q, inverse)**2
    relative_rate = np.mean((1 - np.cos(theta)) * factor, axis=1)
    return np.sum(x * slope / relative_rate) / np.sum(f)


screening_ratios = [screened_ratio(n) for n in densities]
assert min(screening_ratios) > 1


# One-subband Hartree envelope; share is the fraction of charge on the left gate.
def hartree_ratio(number, share):
    count = 300
    step = film / (count + 1)
    kinetic = hbar**2 / (2 * mass_l * step**2)
    position = np.arange(1, count + 1) * step
    probability = 2 / film * np.sin(pi * position / film)**2
    for _ in range(120):
        enclosed = (np.cumsum(probability) - probability / 2) * step
        field = e**2 * number / permittivity * (share - enclosed)
        potential = np.cumsum(field) * step - field * step / 2
        _, vector = eigh_tridiagonal(2 * kinetic + potential,
                                     -kinetic * np.ones(count - 1),
                                     select='i', select_range=(0, 0))
        updated = vector[:, 0]**2 / step
        residual = np.sum(abs(updated - probability)) * step
        probability = 0.7 * probability + 0.3 * updated
    assert residual < 1e-6
    return envelope / (np.sum(probability**2) * step)


assert abs(hartree_ratio(1.0, 0.5) - 1) < 1e-4
one_gate = [hartree_ratio(n, 1.0) for n in densities]
two_gates = [hartree_ratio(n, 0.5) for n in densities]

# Other neglected effects, each estimated at the same Fermi level.
subband_gap = 3 * pi**2 * hbar**2 / (2 * mass_l * film**2)
valley_gap = pi**2 * hbar**2 / (2 * film**2) * (1 / mass_t - 1 / mass_l)
nonparabolicity = 0.5 / e
optical_energy = 0.060 * e
optical_coupling = 1e9 * e * 100


def neglected(number):
    eta = reduced_fermi(number)
    x, dx, f, slope = thermal_grid(eta)
    population = np.sum(f) * dx
    second = np.logaddexp(0, eta - subband_gap / thermal) / population
    valley_weight = 2 * np.sqrt(mass_l / mass_t)
    other = valley_weight * np.logaddexp(0, eta - valley_gap / thermal)
    other /= population
    psi_second = 2 / film * np.sin(2 * pi * z / film)**2
    cross = np.sum(psi2 * psi_second) * dz / envelope
    opened = 1 + cross * (x > subband_gap / thermal)
    intersubband = np.sum(x * slope / opened) * dx / population
    a = nonparabolicity * thermal
    current = np.sum(x * (1 + a * x) / (1 + 2 * a * x)**2 * slope)
    nonparabolic = current / np.sum((1 + 2 * a * x) * f)
    y = optical_energy / thermal
    phonons = 1 / np.expm1(y)
    empty = expit(x - eta)
    absorb = phonons * expit(x + y - eta) / empty
    emit = (phonons + 1) * (x > y) * expit(x - y - eta) / empty
    scale = (mass * optical_coupling**2 * envelope
             / (2 * hbar * density_mass * optical_energy))
    optical = np.sum(x * slope / (1 + scale * (absorb + emit) / rate))
    optical *= dx / population
    return second, other, intersubband, nonparabolic, optical


effects = [neglected(n) for n in densities]

print("Rough silicon-like channel parameters")
print(f"temperature: {temperature:.0f} K; film: {film*1e9:.1f} nm")
print(f"in-plane mass: {mass/m_e:.2f}; normal mass: {mass_l/m_e:.2f} electron masses")
print(f"deformation potential: {deformation/e:.1f} eV")
print(f"mass density: {density_mass:.0f} kg/m^3; sound speed: {sound:.0f} m/s")
print(f"spin-valley degeneracy: {degeneracy} (dimensionless)")
print(f"relative permittivity: {permittivity/epsilon_0:.1f} (dimensionless)")
print(f"thermal energy: {thermal/e*1000:.2f} meV")
print(f"density of states: {state_density*e/1e4:.3e} eV^-1 cm^-2")
print(f"envelope integral: {envelope/1e9:.4f} nm^-1")
print(f"relaxation time: {tau*1e12:.4f} ps")
print(f"simple mobility: {mobility*1e4:.1f} cm2/Vs = {mobility:.5f} m2/Vs")
for energy, ratio in zip(lattice_energies, lattice_ratios):
    print(f"lattice/simple rate at {energy/e*1000:.0f} meV: {ratio:.5f}")
for i, number in enumerate(densities):
    second, other, inter, nonpar, optical = effects[i]
    print(f"--- electron density: {number/1e4:.1e} cm^-2 ---")
    print(f"Fermi level from subband edge: {etas[i]*thermal/e*1000:.2f} meV")
    print(f"thermal-window fraction: {fractions[i]:.4f}; "
          f"mean energy/kT: {mean_energies[i]:.4f}")
    print(f"mobility, elastic balance: {elastic_mobilities[i]*1e4:.1f} cm2/Vs")
    print(f"mobility, inelastic balance: {inelastic_mobilities[i]*1e4:.1f} cm2/Vs")
    print(f"3D mobility/nondegenerate limit: "
          f"{bulk_averages[i]*3*np.sqrt(pi)/4:.4f}")
    print(f"screened/unscreened mobility: {screening_ratios[i]:.3f}")
    print(f"Hartree/fixed mobility: one gate {one_gate[i]:.3f}, "
          f"two gates {two_gates[i]:.3f}")
    print(f"population/first subband: second {second:.4f}, other valleys {other:.4f}")
    print(f"mobility factors: intersubband {inter:.4f}, nonparabolic {nonpar:.4f}")
    print(f"mobility factor with optical intervalley phonons: {optical:.4f}")
print(f"second-subband gap: {subband_gap/e*1000:.1f} meV; "
      f"other-valley gap: {valley_gap/e*1000:.1f} meV")
print(f"nonparabolicity: {nonparabolicity*e:.2f} eV^-1")
print(f"optical phonon: {optical_energy/e*1000:.0f} meV; "
      f"coupling: {optical_coupling/e/100:.1e} eV/cm")
print(f"one-gate oxide field at top density: "
      f"{e*densities[-1]/oxide_permittivity/1e8:.2f} MV/cm")
print(f"cold test temperature: {cold_temperature:.0f} K, top density")
print(f"cold balance/equipartition mobility: {cold_ratio:.2f}")
print(f"cold quadrature relative shift: {cold_shift:.1e}")
print("checks complete")
```

Running it gives:

```
Rough silicon-like channel parameters
temperature: 300 K; film: 3.0 nm
in-plane mass: 0.19; normal mass: 0.92 electron masses
deformation potential: 12.0 eV
mass density: 2330 kg/m^3; sound speed: 9000 m/s
spin-valley degeneracy: 4 (dimensionless)
relative permittivity: 11.7 (dimensionless)
thermal energy: 25.85 meV
density of states: 1.587e+14 eV^-1 cm^-2
envelope integral: 0.5000 nm^-1
relaxation time: 0.1671 ps
simple mobility: 1546.5 cm2/Vs = 0.15465 m2/Vs
lattice/simple rate at 30 meV: 1.00000
lattice/simple rate at 60 meV: 1.00000
lattice/simple rate at 120 meV: 1.00000
--- electron density: 1.0e+11 cm^-2 ---
Fermi level from subband edge: -95.71 meV
thermal-window fraction: 0.9879; mean energy/kT: 1.0122
mobility, elastic balance: 1546.5 cm2/Vs
mobility, inelastic balance: 1569.5 cm2/Vs
3D mobility/nondegenerate limit: 0.9964
screened/unscreened mobility: 1.043
Hartree/fixed mobility: one gate 1.001, two gates 1.001
population/first subband: second 0.0052, other valleys 0.0052
mobility factors: intersubband 0.9869, nonparabolic 0.9056
mobility factor with optical intervalley phonons: 0.7864
--- electron density: 1.0e+12 cm^-2 ---
Fermi level from subband edge: -33.29 meV
thermal-window fraction: 0.8875; mean energy/kT: 1.1268
mobility, elastic balance: 1546.5 cm2/Vs
mobility, inelastic balance: 1568.0 cm2/Vs
3D mobility/nondegenerate limit: 0.9652
screened/unscreened mobility: 1.395
Hartree/fixed mobility: one gate 1.004, two gates 1.005
population/first subband: second 0.0058, other valleys 0.0058
mobility factors: intersubband 0.9854, nonparabolic 0.9006
mobility factor with optical intervalley phonons: 0.7771
--- electron density: 1.0e+13 cm^-2 ---
Fermi level from subband edge: 60.63 meV
thermal-window fraction: 0.3745; mean energy/kT: 2.6703
mobility, elastic balance: 1546.5 cm2/Vs
mobility, inelastic balance: 1566.0 cm2/Vs
3D mobility/nondegenerate limit: 0.7266
screened/unscreened mobility: 2.269
Hartree/fixed mobility: one gate 0.964, two gates 1.054
population/first subband: second 0.0215, other valleys 0.0219
mobility factors: intersubband 0.9474, nonparabolic 0.8420
mobility factor with optical intervalley phonons: 0.7133
second-subband gap: 136.2 meV; other-valley gap: 174.5 meV
nonparabolicity: 0.50 eV^-1
optical phonon: 60 meV; coupling: 1.0e+09 eV/cm
one-gate oxide field at top density: 4.64 MV/cm
cold test temperature: 10 K, top density
cold balance/equipartition mobility: 32.39
cold quadrature relative shift: 3.9e-08
checks complete
```
